\section*{Hubbard U, neighbour V and bandwidth in a triangular moiré superlattice}

\section*{Question}

A carrier of mass $m$ moves in a two-dimensional layer with a triangular moir\'e potential of period $a$. The surroundings have dielectric constant $\varepsilon$, and a metal gate lies at distance $d$. How large are the on-site repulsion $U$, the nearest-neighbour repulsion $V$ and the width $W$ of the lowest band? How do they scale with $a$, and at what period does $U$ overtake $W$?

\section*{Answer}

\subsection*{The wells}

Formulas use $\hbar=e^2/(4\pi\epsilon_0)=1$; numbers are in meV and nm. The smooth model potential is
\begin{equation}
\Phi(\mathbf r)=-2V_0\sum_{j=1}^{3}\cos(\mathbf G_j\cdot\mathbf r),\qquad G=\frac{4\pi}{\sqrt3\,a},
\end{equation}
where the lines along the three $\mathbf G_j$ are $60^\circ$ apart and $V_0>0$. Its minima are the lattice sites. Since $\sum_j(\mathbf G_j\cdot\mathbf r)^2=\tfrac32G^2r^2$, near a minimum
\begin{equation}
\Phi\simeq-6V_0+\tfrac32V_0G^2r^2 .
\end{equation}
Equating the second term to $\tfrac12m\omega^2r^2$ gives $m\omega^2=3V_0G^2=16\pi^2V_0/a^2$. With $\ell^2=1/(m\omega)$,
\begin{equation}
s\equiv\frac{a^2}{\ell^2}=4\pi a\sqrt{mV_0},\qquad \omega=\frac{s}{ma^2}.
\end{equation}
At fixed $V_0$, therefore, $\omega\propto1/a$ and $\ell\propto\sqrt a$: the orbital grows more slowly than the period.

\subsection*{On-site and neighbour repulsion}

The harmonic ground state has density $e^{-r^2/\ell^2}/(\pi\ell^2)$, with variance $\ell^2/2$ per axis. The separation of two such carriers has twice that variance, so its distribution is $e^{-r^2/2\ell^2}/(2\pi\ell^2)$. Each carrier also sees the other's image, of opposite sign and displaced by $2d$ normal to the layer:
\begin{equation}
v(r)=\frac1\varepsilon\left[\frac1r-\frac1{\sqrt{r^2+4d^2}}\right].
\end{equation}
The average of $1/r$ is $\ell^{-2}\int_0^\infty e^{-r^2/2\ell^2}dr=\sqrt{\pi/2}/\ell$. In the image term put $y^2=r^2+4d^2$, so that $r\,dr=y\,dy$:
\begin{equation}
\frac{e^{2d^2/\ell^2}}{\ell^2}\int_{2d}^{\infty}e^{-y^2/2\ell^2}dy
=\frac{\sqrt{\pi/2}}{\ell}\,e^{2d^2/\ell^2}\,\mathrm{erfc}\frac{\sqrt2\,d}{\ell}.
\end{equation}
With $\mathrm{erfcx}(x)=e^{x^2}\mathrm{erfc}(x)$,
\begin{equation}
U=\frac{\sqrt{\pi/2}}{\varepsilon\ell}\left[1-\mathrm{erfcx}\frac{\sqrt2\,d}{\ell}\right].
\end{equation}
For a distant gate, $\mathrm{erfcx}(x)\simeq1/(x\sqrt\pi)$ and the gate subtracts $1/(2\varepsilon d)$ from a term that scales as $a^{-1/2}$. For $d\ll\ell$, $\mathrm{erfcx}(x)\simeq1-2x/\sqrt\pi$ gives $U\simeq2d/(\varepsilon\ell^2)\propto1/a$.

For neighbours, the mean separation is $a$ and each component fluctuates with variance $\ell^2$. To second order the average of $v$ is $v(a)+\tfrac12\ell^2\nabla^2v(a)$, with the two-dimensional Laplacian
\begin{equation}
\nabla^2\frac1{\sqrt{r^2+4d^2}}=-\frac{2}{(r^2+4d^2)^{3/2}}+\frac{3r^2}{(r^2+4d^2)^{5/2}}
=\frac{r^2-8d^2}{(r^2+4d^2)^{5/2}} .
\end{equation}
Setting $d=0$ gives $1/r^3$ for the direct term. With $R^2=a^2+4d^2$,
\begin{equation}
V\simeq\frac1\varepsilon\left[\frac1a-\frac1R+\frac{\ell^2}{2}\left(\frac1{a^3}-\frac{a^2-8d^2}{R^5}\right)\right].
\end{equation}
For $a\gg d$ the leading part is $2d^2/(\varepsilon a^3)$, so the gate suppresses $V$ much faster than $U$.

\subsection*{Bandwidth of deep wells}

Let $x$ run from one site to its neighbour and set $\theta=2\pi x/a$. One $\mathbf G_j$ is then along $y$, and
\begin{equation}
\Phi=-2V_0\left[\cos Gy+2\cos\theta\cos(Gy/2)\right].
\end{equation}
On $y=0$ the potential rises by $8V_0\sin^2(\pi x/a)$ above the minimum, so the saddle height is $8V_0$. The tunnelling action is
\begin{equation}
S=\int_0^a\sqrt{16mV_0}\,\sin\frac{\pi x}{a}\,dx=\frac{8a\sqrt{mV_0}}{\pi}=\frac{2s}{\pi^2}.
\end{equation}
In imaginary time $\tau$ the path obeys $\tfrac12m\dot x^2=8V_0\sin^2(\pi x/a)$, or $\dot\theta=2\omega\sin(\theta/2)$. Its solution is $\theta=4\arctan e^{\omega\tau}$, for which $\cos\theta=1-2\,\mathrm{sech}^2\omega\tau$. The curvatures along it are
\begin{align}
\Phi_{xx}&=4V_0(2\pi/a)^2\cos\theta=m\omega^2(1-2\,\mathrm{sech}^2\omega\tau),\\
\Phi_{yy}&=V_0G^2(2+\cos\theta)=m\omega^2\left(1-\tfrac23\mathrm{sech}^2\omega\tau\right),
\end{align}
and $\Phi_{xy}=0$ by reflection in $y$. Both fluctuation operators have the form $-\partial_\tau^2+\omega^2[\kappa^2-\nu(\nu+1)\mathrm{sech}^2\omega\tau]$ at $\kappa=1$.

The determinant of such an operator, relative to the one without the $\mathrm{sech}^2$ term, equals the ratio of their zero-energy solutions at late time, given equal starts at early time: as functions of $\kappa^2$ both ratios have the same zeros and poles and tend to 1 at large $\kappa$. Write the solution as $e^{\kappa\omega\tau}F(z)$ with $z=(1+\tanh\omega\tau)/2$. Then
\begin{equation}
z(1-z)F''+(1+\kappa-2z)F'+\nu(\nu+1)F=0,
\end{equation}
so $F$ is the hypergeometric function ${}_2F_1(-\nu,\nu+1;1+\kappa;z)$. Its value at $z=1$ is the determinant ratio
\begin{equation}
D_\nu(\kappa)=\frac{\Gamma(1+\kappa)\Gamma(\kappa)}{\Gamma(1+\kappa+\nu)\Gamma(\kappa-\nu)} .
\end{equation}

Along $x$, $\nu=1$ and $D_1=(\kappa-1)/(\kappa+1)$. It vanishes at $\kappa=1$ because shifting the path in time costs no action. Removing that mode's eigenvalue $\omega^2(\kappa^2-1)$ leaves $1/(4\omega^2)$, whose inverse square root is $2\omega$. The integral over the mode becomes one over the tunnelling time $\tau_0$. A normalized mode amplitude $c$ has measure $\sqrt{m/2\pi}\,dc$, and $dc=\sqrt{\int\dot x^2d\tau}\,d\tau_0=\sqrt{S/m}\,d\tau_0$, which gives $\sqrt{S/2\pi}$ per unit time. Along $y$, $\nu(\nu+1)=2/3$, so $\nu=0.45743$, and the factor is
\begin{equation}
C=D_\nu(1)^{-1/2}=\sqrt{\Gamma(2+\nu)\Gamma(1-\nu)}=1.4537 .
\end{equation}
It exceeds one because the transverse confinement is softer at the saddle than in the well.

The amplitude per unit imaginary time to reach a given neighbour is the hopping $t$, entering the Hamiltonian as $-t$. With $S/2\pi=s/\pi^3$,
\begin{equation}
t=2C\omega\sqrt{\frac{s}{\pi^3}}\,e^{-2s/\pi^2}.
\end{equation}
The band is $E=-2t\,\Sigma$, where $\Sigma=\cos k_1+\cos k_2+\cos(k_1-k_2)$ and $k_i=\mathbf k\cdot\mathbf a_i$ for two primitive vectors $\mathbf a_i$ at $60^\circ$. At $\Gamma$, $\Sigma=3$. Because $|1+e^{ik_1}+e^{ik_2}|^2=3+2\Sigma\ge0$, the minimum is $\Sigma=-3/2$, reached at the zone corner $K$. The band runs from $-6t$ to $3t$, and $W=9t\propto a^{-1/2}e^{-2s/\pi^2}$ with $s\propto a$.

This is the leading result for large $s$. Computed bandwidths divided by it are 0.910, 0.936 and 0.955 at $s=50$, 70 and 100, a shortfall close to $4.5/s$; they extrapolate to 1 within about 1\%, depending on the fit. For the formula to apply, the harmonic zero-point energy $\omega$ must at least lie below the saddle:
\begin{equation}
\frac{8V_0}{\omega}=\frac{s}{2\pi^2}>1 .
\end{equation}

\subsection*{Bandwidth of shallow wells}

When $V_0\ll G^2/2m$, start from plane waves. The potential couples waves that differ by a shortest reciprocal vector, with element $-V_0$. At $\Gamma$, six waves at energy $G^2/2m$ give the shift $-12mV_0^2/G^2$. At $K$, three degenerate waves have energy $G^2/6m$, and their symmetric combination is lowered by $2V_0$. It couples to three waves higher by $G^2/2m$, with element $-2V_0/\sqrt3$, and to six higher by $G^2/m$, with element $-V_0/\sqrt3$. These contribute $-8mV_0^2/G^2$ and $-2mV_0^2/G^2$. Subtracting the energy at $\Gamma$ from that at $K$,
\begin{equation}
W\simeq\frac{G^2}{6m}-2V_0+\frac{2mV_0^2}{G^2},\qquad \frac{G^2}{6m}=\frac{8\pi^2}{9ma^2}.
\end{equation}

The scaling now shows why there is a crossing. At small $a$ the orbital is built from waves filling a Brillouin zone of size $1/a$, so $U\sim1/(\varepsilon a)$ for $d\gg a$, while $W\propto1/a^2$ is larger. At large $a$, $W$ falls exponentially and $U$ as a power.

\subsection*{Numbers}

Take round model parameters: $m=0.3$ electron masses, $V_0=15$~meV, $\varepsilon=10$, $d=3$~nm. Then $\hbar^2/m=254.0$~meV\,nm$^2$ and $e^2/(4\pi\epsilon_0\varepsilon)=144.0$~meV\,nm. At $a=5$~nm,
\begin{align}
s&=4\pi(5)\sqrt{15/254.0}=15.27,\qquad \ell=5/\sqrt{15.27}=1.28\ \text{nm},\\
\omega&=15.27\times254.0/25=155\ \text{meV},\\
U&=144.0\times\frac{1.253}{1.28}\,(1-0.163)=118\ \text{meV},\\
W_{\rm tunnel}&=18(1.454)(155)\sqrt{15.27/31.0}\;e^{-3.09}=129\ \text{meV},\\
W_{\rm shallow}&=89.1-30+0.8=60\ \text{meV}.
\end{align}
The neighbour formula gives $V=11.5$~meV. It is the second-order expansion, also used in the table below; the full average over the Gaussian orbitals is slightly larger, 11.7~meV here and 30.6 instead of 29.5~meV at $a=3$~nm. The two bandwidths disagree by a factor of two. The tunnelling formula is outside its range here: $\omega$ exceeds the 120~meV saddle, and continues to do so up to $a=6.46$~nm.

A reference within the same model comes from diagonalizing the Hamiltonian in plane waves. All its off-diagonal elements are $-V_0$ or zero, so replacing the coefficients of a lowest state by their absolute values cannot raise its energy. They can be taken positive at every $\mathbf k$, which fixes the phases of a localized Wannier function. Its density gives $U$ and $V$ with the same $v(r)$. In meV:

\begin{center}
\begin{tabular}{rrrrrrr}
$a$ (nm) & \multicolumn{3}{c}{harmonic wells} & \multicolumn{3}{c}{lowest band}\\
 & $U$ & $V$ & $W_{\rm tunnel}$ & $U$ & $V$ & $W$\\
\hline
3 & 159 & 29.5 & 575 & 107 & 30.7 & 218\\
4 & 135 & 17.8 & 268 & 88 & 19.8 & 110\\
5 & 118 & 11.5 & 129 & 79 & 13.3 & 61\\
6 & 106 & 7.8 & 63 & 74 & 9.1 & 35\\
8 & 89 & 4.0 & 16 & 69 & 4.5 & 11\\
10 & 78 & 2.3 & 4.1 & 64 & 2.4 & 3.4
\end{tabular}
\end{center}

At 8~nm $\omega$ is below the saddle, yet the tunnelling width is still 1.4 times too large, so meeting that condition does not by itself make the formula accurate.

The Gaussian $U$ is too large throughout the table. In deep wells the cause is the next term of the potential, $-\tfrac1{12}V_0\sum_j(\mathbf G_j\cdot\mathbf r)^4$, which softens the well and widens the orbital. Relative to $\omega$ it scales as $V_0G^4\ell^4/\omega\propto1/s$. For a gate at $d=0.6a$ the computed excess falls from 4.7\% to 2.2\% of the Gaussian value between $s=75$ and 150, and the quartic term alone, to first order, gives 4.3\% and 2.1\%. The size depends on the gate: at $s=75$ it is 4.4\% without a gate and 6.1\% for $d=0.1a$.

\subsection*{Where $U$ overtakes $W$}

The harmonic formulas cross at $a=5.15$~nm. The actual band gives
\begin{equation}
a_*=4.47\ \text{nm}\ (84\ \text{bohr}),\qquad U=W=83\ \text{meV}\ (3.0\ \text{mHa}),\qquad V=16\ \text{meV}.
\end{equation}
Among the six tabulated periods $U-W$ changes sign once, and $U/W$ grows from 0.49 at 3~nm to 19 at 10~nm.

The harmonic crossing is 15\% too high, but this moderate error hides larger ones. At $a_*$ the harmonic formulas give $U=126$~meV and $W=190$~meV, too large by factors of 1.5 and 2.3, which partly compensate. The shallow-well formula gives $W=82$~meV, close to the actual width. Combining it with the Gaussian $U$ would nevertheless put the crossing between 3 and 4~nm, since the compensation is lost. Here $s=13.6$, below $2\pi^2\simeq19.7$: the crossing lies outside the harmonic regime, where neither harmonic formula holds. The width can be taken from the shallow-well formula, but $U$ needs the actual band.

Screening moves it. For $\varepsilon=5$ and 20 the crossing is at 3.04 and 5.88~nm; for gate distances of 1.5 and 12~nm it is at 4.93 and 4.11~nm. Stronger screening lowers $U$, so a longer period is needed. With $U\propto1/(\varepsilon a)$ and $W\propto1/(ma^2)$ alone, $a_*$ would be proportional to $\varepsilon/m$. The computed growth with $\varepsilon$ is slower. The value for $\varepsilon=5$ is formal: at $a=3$~nm the second band already starts 16~meV below the top of the first.

The neighbour repulsion also shifts the criterion. With one carrier per site, moving one onto its neighbour costs $U-V$. Before the move the carrier is repelled by the carriers on all other sites. After it, the carrier pays $U$ to its partner and sees the same surroundings as before, except that one neighbouring site, the one it left, is empty, which removes $V$. This is the cost when the empty and the doubly occupied site are adjacent; far apart they cost $U$. The condition $U-V=W$ is met at 4.87~nm.

\subsection*{What the estimate leaves out}

At $a_*$ the gap to the second band is 19~meV, much less than $U$, and it stays below $U$ at every tabulated period (44 against 64~meV at 10~nm). Repulsion can therefore mix in higher bands, and the one-band $U$ is a bare matrix element, not a final model parameter. Near $a_*$ the band is also not a nearest-neighbour band: the second and third hoppings are about $-1.9$ and $-1.0$~meV against 9.1~meV for the first, and the direct exchange between neighbours, 1.6~meV, is not small beside $4t^2/U\approx4$~meV. The numbers hold for the potential as written. A general triangular potential has $\cos(\mathbf G_j\cdot\mathbf r+\psi)$ with $\sum_j\mathbf G_j=0$, and at the same $V_0$ a phase $\psi=26^\circ$ or $45^\circ$ moves the crossing to about 4.7 or 5.3~nm. The model also omits the layer's own nonlocal polarizability, screening by other carriers, lattice relaxation, and spin and valley structure. The equality $U=W$ compares two energy scales; locating a Mott transition requires solving the interacting problem. The remaining computed values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
mass 0.3 m_e, V0 15.0 meV, eps 10.0, gate distance 3.0 nm
e^2/(4 pi eps0) = 1439.96 meV nm
hbar^2/m = 254.00 meV nm^2
saddle height 8 V0 = 120.0 meV
nu = 0.45743, transverse factor C = 1.45371
band/tunnelling W at s = 50, 70, 100: 0.9095 0.9358 0.9552
same ratio extrapolated to infinite s = 0.9991
Gaussian U excess, fraction of Gaussian U: s=75 0.0473, s=150 0.0219
Harmonic estimates: a, l in nm; omega, U, V, W in meV
   a      s      l   omega      U      V  W_tunnel  W_shallow
  3.0   9.16  0.991   258.6  158.7  29.48    574.51    217.89
  4.0  12.22  1.144   193.9  134.5  17.77    267.96    109.81
  5.0  15.27  1.280   155.1  118.0  11.50    129.08     59.97
  6.0  18.32  1.402   129.3  105.9   7.80     63.46     33.11
  8.0  24.43  1.619    97.0   89.0   3.98     15.94      6.97
 10.0  30.54  1.810    77.6   77.5   2.26      4.14     -4.35
Actual lowest band: a in nm; U, V, W, indirect gap in meV; U/W
  3.0   106.9   30.74   218.00   -15.98    0.490
  4.0    88.0   19.75   110.13    11.75    0.799
  5.0    78.6   13.25    60.74    25.03    1.295
  6.0    73.7    9.07    34.65    32.62    2.126
  8.0    68.6    4.47    11.18    40.71    6.137
 10.0    64.4    2.42     3.35    44.20   19.254
zero-point energy equals saddle height at a = 6.46 nm
harmonic crossing U = W_tunnel: a = 5.15 nm, U = 116.0 meV
actual crossing U = W: a = 4.47 nm = 84.4 bohr
there U = W = 82.8 meV = 3.04 mHa, V = 16.34 meV
there s = 13.64, indirect gap = 18.99 meV
estimates there: U 126.1, V 14.40, W_tunnel 189.9, W_shallow 82.3 meV
crossing U - V = W: a = 4.87 nm
crossing for eps = 5: 3.04 nm; eps = 20: 5.88 nm
crossing for gate 1.5 nm: 4.93 nm; gate 12 nm: 4.11 nm
\end{verbatim}
